# When a gap-entrance facet stops growing while the floor fills, part 1

(Sections cited here and not found follow in the second part.)

## I. The rate law, the stopping tilts and the floor

A gap 200 nm wide and 400 nm deep receives film at a gross rate of 258.3 nm/min, while ions sputter horizontal film away at 100 nm/min. In the model treated here the floor rises at 158.3 nm/min. The upper edge of each wall, which receives the same film and the same ions per unit of horizontal area, stays at its original height until the floor has almost reached it. The difference comes from the tilt of the surface at that edge, and the theorem below says which tilt matters and gives a time during which this is guaranteed.

### Setting and assumptions

The structure is a row of long parallel lines separated by gaps, uniform along its length, so the surface is a curve $h(x,t)$: height $h$ above the original gap floor, at horizontal position $x$ and time $t$. The line tops start at $h=H$. The tilt $\theta$ is the angle between the surface normal and the vertical, and $p=\tan\theta=|h_x|$ is the steepness, where a subscript denotes a partial derivative. The upper edge of a gap wall is called the lip.

1. Film-forming particles arrive vertically, uniformly over $x$, and stick where they land. On a horizontal surface they add a thickness $D$ per unit time. This is the gross deposition rate, before sputtering is subtracted.
2. Ions also arrive vertically and uniformly. An ion removes on average $Y(\theta)$ atoms. The relative yield is $y(\theta)=Y(\theta)/Y(0)$, and $S$ is the thickness per unit time sputtered from a horizontal surface.
3. Sputtered atoms leave for good. There is no surface diffusion, and film and line have the same yield and atomic density.
4. The profile has no overhang. A vertical wall is understood as the limit of ever steeper walls.
5. The relative yield starts at $y(0)=1$, rises to a single maximum $y_{\max}$ at a tilt $\theta_m$, and then falls to zero at $90^\circ$. As a function of slope it is smooth, with a bounded derivative.

**Theorem.** Let $r=D/S$.

(a) A planar facet of tilt $\theta<90^\circ$ advances along its normal at $V=\cos\theta\,[D-S\,y(\theta)]$. It stops if and only if $y(\theta)=r$.

(b) If $1<r<y_{\max}$, there are exactly two stopping tilts. Facets between them recede and facets outside them grow. If $r=y_{\max}$, the two merge at $\theta_m$.

(c) If $r>1$, the surface satisfies $h(x,t)\ge(D-S)t$ everywhere, so the floor reaches the original line top no later than $H/(D-S)$.

(d) The lip of an initially vertical wall stands at $H+(D-Sy_{\max})t$ for all $t<t_w=H/(Sy_{\max})$. It is therefore at rest during this time when $r=y_{\max}$.

The ratio $r$ uses the gross rate. If the deposition rate is quoted as the net growth $N=D-S$ of a flat film, then $r=(N+S)/S=1+N/S$, and the stopping condition reads $y(\theta)=1+N/S$.

### Lemma 1: both fluxes carry the same cosine

Take a planar element of unit length along the profile, tilted by $\theta$. Its horizontal extent is $\cos\theta$. Vertical particles are uniform in $x$, so the number that strike the element is $\cos\theta$ times the number that strike a horizontal element of the same length.

The film volume gained per unit time and unit surface area is therefore $D\cos\theta$. The ion arrivals are reduced by the same factor, but each ion now removes $y(\theta)$ times as much as at normal incidence. The loss is $S\,y(\theta)\cos\theta$. The difference is the volume gained per unit area, which is the normal velocity:

$$V=D\cos\theta-S\,y(\theta)\cos\theta=\cos\theta\,[D-S\,y(\theta)].\tag{1}$$

For $\theta<90^\circ$ the cosine is positive, so $V=0$ is equivalent to $y(\theta)=D/S$. This proves (a). A vertical wall has $V=0$ for another reason: nothing strikes it.

The common cosine is what makes the stopping condition so simple. Tilting a facet dilutes deposition and sputtering alike, and the angular yield alone breaks the balance. If removal had a yield that never exceeded its value at normal incidence, then $y\le1$, and no facet with $\theta<90^\circ$ could stop while $D>S$. Sputtering can hold back or cut a tilted surface while flat film grows only because its yield rises with tilt. With purely vertical arrival this brings no gain in filling: at $S=0$ the gap fills without a void, and sooner. The benefit in real processes concerns overhangs, which this model excludes.

### Proof of (b)

On the interval from $0$ to $\theta_m$ the relative yield increases continuously from $1$ to $y_{\max}$. If $1<r<y_{\max}$, it takes the value $r$ once there, at $\theta_1$. From $\theta_m$ to $90^\circ$ it decreases from $y_{\max}$ to zero and takes the value $r$ once more, at $\theta_2$. Between $\theta_1$ and $\theta_2$ we have $y>r$, so the bracket in (1) is negative and the facet recedes. Outside this interval $y<r$ and it grows. When $r$ rises to $y_{\max}$ the interval closes at $\theta_m$; for still larger $r$ every facet grows.

### The stopping tilts for a Yamamura yield

The Yamamura angular form is

$$y=u^{f}e^{-\Sigma(u-1)},\qquad u=\frac1{\cos\theta},\qquad f>\Sigma>0.\tag{2}$$

The power describes the gain from energy deposited nearer the surface; the exponential describes the loss of yield at grazing incidence. Taking the logarithm and differentiating gives

$$\frac{d\ln y}{du}=\frac fu-\Sigma .$$

This is positive for $u<f/\Sigma$ and negative beyond, so the maximum lies at $u_m=f/\Sigma$. Since $\Sigma(u_m-1)=f-\Sigma$, its value is

$$y_{\max}=\left(\frac f\Sigma\right)^f e^{\Sigma-f}.\tag{3}$$

To find the stopping tilts, set $y=r$ and take the power $1/f$ of both sides:

$$u\,e^{-\Sigma u/f}\,e^{\Sigma/f}=r^{1/f}
\quad\Longrightarrow\quad
u\,e^{-\Sigma u/f}=\left(re^{-\Sigma}\right)^{1/f}.$$

Multiply by $-\Sigma/f$ and write $z=-\Sigma u/f$. The equation becomes $ze^z=-(\Sigma/f)(re^{-\Sigma})^{1/f}$. The Lambert function $W$ is defined as the inverse of $ze^z$, so

$$u=-\frac f\Sigma\,W\!\left[-\frac\Sigma f\left(re^{-\Sigma}\right)^{1/f}\right].\tag{4}$$

Its argument is negative. Two real branches exist when the argument lies above $-1/e$, that is, when $(\Sigma/f)(re^{-\Sigma})^{1/f}<1/e$. Multiplying by $f/\Sigma$, raising to the power $f$ and multiplying by $e^{\Sigma}$ turns this into $r<y_{\max}$, in agreement with (b). For $r>1$ the principal branch, with $z>-1$, gives the smaller tilt and the other real branch gives the larger. For $r<1$ the principal branch gives $u<1$, which is no tilt, and only the larger stopping tilt remains.

### Lemma 2: height at a fixed position

The rate $V$ follows the surface along its normal, while filling is judged by height at fixed $x$. Let $q=\sqrt{1+h_x^2}=1/\cos\theta$. The upward unit normal is $(-h_x,1)/q$. In a short time $dt$ a surface point moves by $-Vh_x\,dt/q$ horizontally and by $V\,dt/q$ vertically. To return to the original $x$ we follow the surface, of slope $h_x$, through a horizontal distance $+Vh_x\,dt/q$. The change of height there is

$$dh=\frac{V\,dt}{q}+h_x\frac{Vh_x\,dt}{q}
=\frac{V(1+h_x^2)\,dt}{q}=qV\,dt .$$

Dividing by $dt$ and inserting (1), in which $V=(D-Sy)/q$, gives

$$h_t=v(h_x),\qquad v(h_x)=D-S\,y .\tag{5}$$

Here $y$ is taken at the tilt whose tangent is $|h_x|$, so $v$ is an even function of the slope. Because $0\le y\le y_{\max}$,

$$v_{\min}=D-Sy_{\max}\le v\le D .\tag{6}$$

The deposition rate enters (5) as a constant. The function $h-Dt$ has the same slopes as $h$ and obeys the equation with $D$ removed. In this model, then, changing $D$ at fixed $S$ lifts the whole profile at a different speed and leaves its shape at a given time unchanged. Sputtering alone makes the facets.

### Corners and the comparison lemma

At the lip the slope jumps and (5) does not say which slope to use. The surface is therefore defined as the limit, for $\varepsilon\to0^+$, of solutions of

$$h_t=v(h_x)+\varepsilon h_{xx}.\tag{7}$$

The added term rounds corners, lowering crests and raising troughs. The bounds proved below do not contain $\varepsilon$ once the limit is taken.

**Lemma 3 (comparison).** Let $h$ solve (7). Let $B$ be a barrier which near each point is the smaller of one or more smooth functions $b$ that satisfy $b_t\ge v(b_x)+\varepsilon b_{xx}$. Let $B-h$ be bounded below during any finite time. If $B\ge h$ at $t=0$, then $B\ge h$ later.

*Proof.* Let $L$ be the largest value of $|dv/dh_x|$. For a small $\delta>0$ and a constant $C>L+\varepsilon$ define

$$w=B-h+\delta\left(\sqrt{1+x^2}+Ct\right).$$

At the start $w\ge\delta$, and $w$ grows without limit far away. If $w$ ever vanished, there would be a first time and a place where it did. Let $b$ be the smooth function that equals $B$ there. Nearby $b\ge B$, so $w$ with $b$ in place of $B$ also has a minimum there, compared with all earlier times and neighbouring positions.

At this minimum the $x$-derivative vanishes, hence $|b_x-h_x|\le\delta$. The second derivative is not negative, and that of $\sqrt{1+x^2}$ is at most 1, hence $b_{xx}-h_{xx}\ge-\delta$. The time derivative is not positive, hence $b_t-h_t\le-\delta C$. The equations, however, give

$$b_t-h_t\ge v(b_x)-v(h_x)+\varepsilon(b_{xx}-h_{xx})\ge-(L+\varepsilon)\delta>-\delta C,$$

a contradiction. So $w>0$ for every $\delta$, and $\delta\to0$ gives $B\ge h$. $\square$

Reversing all inequalities, and taking the larger of smooth functions, gives the corresponding lemma for barriers from below.

### Proof of (c)

Take the lower barrier $G=(D-S)t$, a horizontal plane. Its slope and curvature vanish, and $v(0)=D-S$ because $y(0)=1$. It thus satisfies (7) with equality. Initially $G=0\le h$, since heights are measured from the floor. Comparison gives

$$h(x,t)\ge(D-S)t .\tag{8}$$

For $D>S$ the right side reaches $H$ at $t=H/(D-S)$. $\square$

The argument uses no property of the facets, so nothing that happens at the entrance in this model can hold the floor back. That depends on vertical arrival and on the absence of overhangs. Under these assumptions the entrance casts no shadow, and the floor receives the full flux at any depth. If $D<S$, a flat floor is etched instead of filled. If $D=S$, the bound says only that no point falls below the initial floor level.

## II. The entrance corner, the worked gap and the limits

The second half uses the following symbols and results. The surface height is $h(x,t)$, with line tops initially at $H$ and the floor at zero. The gross deposition rate and the sputter rate on horizontal film are $D$ and $S$. The relative yield $y$ has its maximum $y_{\max}$ at tilt $\theta_m$, where the steepness $p=\tan\theta$ equals $p_m$. At fixed $x$ the height changes at $v(p)=D-Sy(p)$, which lies between $v_{\min}=D-Sy_{\max}$ and $D$. Corners are rounded by a term $\varepsilon h_{xx}$ with $\varepsilon\to0$. The comparison lemma says that a barrier which starts above the surface, and rises at least as fast as the rounded equation demands, stays above it; the reverse holds below. The floor bound $h\ge(D-S)t$ is already proved.

### Lemma 4: limits on the speed of any point

Let the initial profile $h_0$ have steepness at most $P$. Then, in the limit $\varepsilon\to0$,

$$h_0(x)+v_{\min}t\le h(x,t)\le h_0(x)+Dt .\tag{9}$$

*Proof.* Average $h_0$ over a window of half-width $\ell$ with a smooth bell-shaped weight, and call the result $\bar h$. Since the steepness is at most $P$, averaging changes the height by at most $P\ell$. The second derivative of $\bar h$ is at most $\kappa P/\ell$ in magnitude, where $\kappa$ is a number fixed by the shape of the bell. Choose $\ell=\sqrt\varepsilon$ and set $\eta=\kappa P\sqrt\varepsilon$, so that $\varepsilon|\bar h_{xx}|\le\eta$.

The function $B_2=\bar h+P\ell+(D+\eta)t$ starts above $h_0$. It rises at $D+\eta$, which is at least $v+\varepsilon\bar h_{xx}$ whatever the slope. It is an upper barrier. Likewise $\bar h-P\ell+(v_{\min}-\eta)t$ is a lower barrier. As $\varepsilon\to0$ at fixed $P$, both $\ell$ and $\eta$ vanish, which leaves (9). $\square$

This part has established the stopping tilts of planar facets, the lower bound on the floor's rise, and the limits on how fast any point of the surface can move. What remains is to prove the result for the lip, find the shapes of the facet and the fillet, work through the example gap, and examine what the model leaves out.
